\section*{The Pi Orbitals of an Amidinate and Their Nitrogen-Localised Nonbonding Combination}

\section{What a single Lewis structure gets wrong}

An amidinate anion can be drawn with a C=N double bond on one side and a negatively charged nitrogen on the other. Taken literally, the drawing makes the two nitrogens different and puts the most available pi electrons on one of them. A symmetric ligand has no such preference. Setting all three site energies equal restores the symmetry but leaves no way to shift charge between the atoms: it gives carbon one full pi electron however much more strongly nitrogen attracts electrons.

Both faults disappear when the three-centre problem is solved with separate carbon and nitrogen energies. The highest filled pi orbital then has zero amplitude on carbon and equal weight on the two nitrogens. The carbon energy changes the other two orbitals and leaves this one alone.

\section{The model and its electrons}

Let the N-C-N unit and the atoms bonded to it lie in one plane. Reflection in that plane separates the out-of-plane p orbitals, which change sign, from the sigma orbitals and in-plane lone pairs, which do not. A one-electron Hamiltonian with this symmetry cannot mix the two sets.

Keep one p orbital per atom, \(|N_1\rangle\), \(|C\rangle\) and \(|N_2\rangle\), taken as orthonormal, with their positive lobes on the same side of the plane. Pi orbitals on the substituents and on the metal are left out. The nitrogen and carbon site energies are \(a_N\) and \(a_C\). Neighbouring orbitals are coupled by \(-t\) with \(t>0\), so that an in-phase combination is lowered. In the order \((N_1,C,N_2)\),
\begin{equation}
H=\begin{pmatrix} a_N&-t&0\\ -t&a_C&-t\\ 0&-t&a_N\end{pmatrix},
\qquad D=a_C-a_N .
\end{equation}
Because nitrogen is the more electronegative atom, \(D>0\) is the expected case, but the derivation holds for either sign. The size of the effect in a real anion is not fixed by electronegativity alone: for HC(NH)\(_2^-\) in a 6-31G* basis, the carbon pi population in intrinsic atomic orbitals is about 0.85 in Hartree-Fock and about 1.0 in PBE.

Carbon has four valence electrons and uses three in sigma bonds, which leaves one for the pi system. Each nitrogen has five: two go into sigma bonds (to carbon and to its substituent), two form the in-plane lone pair, and one remains. These three electrons and the one from the anionic charge make four pi electrons.

\section{Exchange symmetry isolates one orbital}

Exchanging the nitrogens leaves \(H\) unchanged, so we form
\begin{equation}
|s\rangle=\frac{|N_1\rangle+|N_2\rangle}{\sqrt2},\qquad
|a\rangle=\frac{|N_1\rangle-|N_2\rangle}{\sqrt2}.
\end{equation}
Acting on the odd combination gives
\begin{equation}
H\,\frac1{\sqrt2}\begin{pmatrix}1\\0\\-1\end{pmatrix}
=\frac1{\sqrt2}\begin{pmatrix}a_N\\-t+t\\-a_N\end{pmatrix}
=a_N\,\frac1{\sqrt2}\begin{pmatrix}1\\0\\-1\end{pmatrix}.
\end{equation}
The two couplings to carbon cancel. Hence \(|a\rangle\) is an eigenvector with energy \(a_N\), whatever the values of \(a_C\) and \(t\). This is the nonbonding orbital, \(\psi_2\).

For the even combination the couplings add:
\begin{equation}
\langle C|H|s\rangle=\frac{-t-t}{\sqrt2}=-\sqrt2\,t,\qquad
\langle s|H|s\rangle=a_N .
\end{equation}
What remains is a two-level problem. With \(x=E-a_N\), its determinant condition is
\begin{equation}
(-x)(D-x)-2t^2=0
\quad\Longrightarrow\quad x^2-Dx-2t^2=0 .
\end{equation}
The quadratic formula gives
\begin{equation}
E_{1,3}=a_N+\frac D2\mp R,\qquad
R=\sqrt{\frac{D^2}{4}+2t^2},\qquad E_2=a_N .
\end{equation}
The product of the two roots is \(x_1x_3=-2t^2<0\). One root is therefore negative and the other positive, which proves \(E_1<E_2<E_3\) for either sign of \(D\).

\section{The bonding and antibonding orbitals}

Write \(\psi_1=\cos\theta\,|s\rangle+\sin\theta\,|C\rangle\). The \(|s\rangle\) row of the eigenvalue equation is \(-\sqrt2\,t\sin\theta=x_1\cos\theta\), and \(x_1=D/2-R\), so
\begin{equation}
\tan\theta=\frac{R-D/2}{\sqrt2\,t}>0 .
\end{equation}
From the definition of \(R\), \(2t^2=R^2-D^2/4=(R-D/2)(R+D/2)\). Squaring the tangent and using this identity gives
\begin{equation}
\tan^2\theta=\frac{R-D/2}{R+D/2},\qquad
\cos^2\theta=\frac12+\frac{D}{4R},\qquad
\sin^2\theta=\frac12-\frac{D}{4R}.
\end{equation}
Since \(0<\theta<\pi/2\), both sine and cosine are positive, and
\begin{equation}
\sin2\theta=2\sqrt{\frac14-\frac{D^2}{16R^2}}
=\frac{\sqrt{R^2-D^2/4}}{R}=\frac{\sqrt2\,t}{R}.
\end{equation}
The remaining orbital must be orthogonal to \(\psi_1\) within the even space, which fixes it up to an overall sign. The three orbitals are
\begin{align}
\psi_1&=\frac{\cos\theta}{\sqrt2}\big(|N_1\rangle+|N_2\rangle\big)+\sin\theta\,|C\rangle,\\
\psi_2&=\frac{1}{\sqrt2}\big(|N_1\rangle-|N_2\rangle\big),\\
\psi_3&=\frac{\sin\theta}{\sqrt2}\big(|N_1\rangle+|N_2\rangle\big)-\cos\theta\,|C\rangle .
\end{align}
In \(\psi_1\) all amplitudes have the same sign, so both C-N links are bonding. In \(\psi_3\) carbon is opposite in sign to both nitrogens, so both links are antibonding. In \(\psi_2\) the carbon amplitude is zero and neither link contributes. ``Nitrogen-localised'' means confined to the pair of nitrogens, not to one of them.

\section{Charge and bond order}

The four electrons fill \(\psi_1\) and \(\psi_2\). Carbon receives density from \(\psi_1\) alone, while each nitrogen receives it from both:
\begin{align}
q_C&=2\sin^2\theta=1-\frac{D}{2R},\\
q_N&=2\,\frac{\cos^2\theta}{2}+2\cdot\frac12=\frac32+\frac{D}{4R}.
\end{align}
The sum \(q_C+2q_N\) is 4, as required. Each sigma core has charge \(+1\) as seen by the pi electrons, so the net pi charges, in units of the elementary charge, are \(1-q_C=D/(2R)\) on carbon and \(1-q_N=-\tfrac12-D/(4R)\) on each nitrogen. They add to \(-1\).

The pi bond order of a C-N link is the sum over filled orbitals of occupation times the product of the two amplitudes. Here \(\psi_2\) adds nothing, and
\begin{equation}
p=2\,\frac{\cos\theta}{\sqrt2}\,\sin\theta=\frac{\sin2\theta}{\sqrt2}=\frac tR .
\end{equation}

The total energy provides an independent check. It is
\begin{equation}
E_\pi=2E_1+2E_2=4a_N+D-2R .
\end{equation}
Since \(\partial R/\partial D=D/(4R)\) and \(\partial R/\partial t=2t/R\),
\begin{equation}
\frac{\partial E_\pi}{\partial a_C}=1-\frac{D}{2R}=q_C,\qquad
\frac{\partial E_\pi}{\partial t}=-\frac{4t}{R}=-4p .
\end{equation}
The factor 4 arises because there are two links and each coupling appears twice in the symmetric matrix.

If one electron is removed from \(\psi_2\) with the orbitals held fixed, each nitrogen loses half an electron, while \(q_C\) and \(p\) do not change. Relaxation of the orbitals and the geometry, which the model omits, can alter this.

\section{Limiting cases}

\paragraph{Equal site energies.} For \(D=0\), \(R=\sqrt2\,t\) and \(\theta=\pi/4\). The outer levels lie at \(a_N\mp\sqrt2\,t\), carbon has one pi electron, and the extra charge is shared as \(-\tfrac12\) on each nitrogen.

\paragraph{Carbon far above nitrogen.} For \(D\gg t\), expanding the root gives \(R\simeq D/2+2t^2/D\). To leading order,
\begin{equation}
E_1\simeq a_N-\frac{2t^2}{D},\qquad q_C\simeq\frac{4t^2}{D^2},\qquad p\simeq\frac{2t}{D}.
\end{equation}
The bonding orbital becomes the in-phase nitrogen combination. Both filled orbitals are then mainly on nitrogen, but only \(\psi_2\) has a carbon node at finite \(D\).

\paragraph{Equal amplitudes.} Carbon has the largest amplitude in \(\psi_1\) when \(\sin^2\theta>1/3\), that is, when \(D<2R/3\). For positive \(D\), squaring gives \(9D^2<4R^2=D^2+8t^2\), or \(D<t\). A carbon site less attractive than nitrogen can therefore still carry the largest single amplitude, because it is coupled to two neighbours.

\section{The gain from delocalisation}

As a reference, let one electron pair occupy the bonding orbital of a single C-N link and the other pair stay on the second nitrogen. The link has the matrix
\begin{equation}
\begin{pmatrix}a_N&-t\\-t&a_C\end{pmatrix},\qquad
E_{\rm link}=a_N+\frac D2-K,\qquad K=\sqrt{\frac{D^2}{4}+t^2}.
\end{equation}
The reference energy is \(2E_{\rm link}+2a_N=4a_N+D-2K\). Subtracting \(E_\pi\) gives the gain
\begin{equation}
G=2(R-K)>0 .
\end{equation}
Both energies use the same \(t\). The gain therefore excludes the cost of changing bond lengths and is not a measured stabilisation energy.

\section{What protects the carbon node}

\subsection{Unequal bonds and overlap}

Let the nitrogen energies be \(a_1,a_2\) and the couplings \(-t_1,-t_2\), both nonzero, with no direct N-N coupling. An eigenvector \((c_1,0,c_2)\) must satisfy
\begin{equation}
(a_1-E)c_1=0,\qquad (a_2-E)c_2=0,\qquad t_1c_1+t_2c_2=0 .
\end{equation}
By the last equation, if one amplitude vanished the other would too. Both are therefore nonzero, and the first two equations require \(a_1=a_2=E\). Conversely, when the nitrogen energies are equal, \((t_2,0,-t_1)/\sqrt{t_1^2+t_2^2}\) is an eigenvector at that energy. Unequal bonds thus shift weight towards the more weakly coupled nitrogen but keep the node, as long as the two nitrogen energies stay equal. In a real anion unequal bonds also change the charges, and with them the site energies, so the node is then only approximate.

An overlap \(\sigma\) between carbon and each nitrogen also keeps the node. The carbon row of the overlap matrix acting on \(|a\rangle\) gives \((\sigma-\sigma)/\sqrt2=0\), so \(\psi_2\) and its energy stay as they were, provided the N-N overlap is neglected. The even orbitals do change. With \(t\) held fixed, the effective coupling at \(E=a_N\) is \(t+\sigma a_N\); for \(a_N<0\) it vanishes at \(\sigma=t/|a_N|\), where \(E_1=E_2\), and beyond that point carbon has the opposite sign to the nitrogens in \(\psi_1\). A value of \(t\) chosen for an orthonormal basis therefore cannot be carried over unchanged.

\subsection{Unequal nitrogens}

Now let the nitrogen energies be \(a_N+d\) and \(a_N-d\), with equal couplings. Expanding the determinant along its first row,
\begin{equation}
(d-x)\big[(D-x)(-d-x)-t^2\big]+t^2(d+x)=0 ,
\end{equation}
which simplifies to
\begin{equation}
(x^2-d^2)(D-x)+2t^2x=0 .
\end{equation}
For \(d\) small compared with the distance \(R-|D|/2\) to the nearer outer level, which shrinks to \(2t^2/|D|\) at large \(|D|\), the middle root is of order \(d^2\). Keeping terms of that order leaves \(-d^2D+2t^2x=0\). The first row of the eigenvalue equation, \((d-x)c_1=t\,c_C\), with \(c_1\simeq1/\sqrt2\), then gives the carbon amplitude:
\begin{equation}
x\simeq\frac{d^2D}{2t^2},\qquad c_C\simeq\frac{d}{\sqrt2\,t}.
\end{equation}
The sign of the shift follows from level repulsion. The perturbation couples \(|a\rangle\) to \(|s\rangle\) with strength \(d\), so \(\psi_1\) pushes the middle level up by \(d^2\cos^2\theta/(R-D/2)\) and \(\psi_3\) pushes it down by \(d^2\sin^2\theta/(R+D/2)\). For \(D>0\) the first term is larger, because \(\psi_1\) is closer in energy and contains more of \(|s\rangle\).

\subsection{Direct coupling between the nitrogens}

Add a matrix element \(-g\) between the nitrogens, and take \(g>0\) first. The even combination moves to \(a_N-g\) and the odd one to \(a_N+g\). The form of \(\psi_2\) is unchanged: it is still nonbonding between carbon and nitrogen, but it is now weakly antibonding between the nitrogens. It meets an even level when \(E=a_N+g\) satisfies the even determinant condition,
\begin{equation}
(-2g)(D-g)-2t^2=0
\quad\Longrightarrow\quad
g_*=\frac{D+\sqrt{D^2+4t^2}}{2}.
\end{equation}
For \(0\le g<g_*\) the determinant is negative at this energy, so \(\psi_2\) lies between the two even levels. The sign of \(g\) is not guaranteed: in an orthonormal pi basis the mean-field matrix of HC(NH)\(_2^-\) has \(g<0\), with \(g/t\) near \(-0.27\) in Hartree-Fock and \(-0.14\) in PBE (6-31G* basis). The odd level is then lowered, and it falls below the lower even level only past the other root, \(g=(D-\sqrt{D^2+4t^2})/2\). The node is kept for either sign, while \(q_C\) and \(p\) follow from the earlier formulas with \(D\) replaced by \(D+g\).

\section{A numerical example}

Take the round model parameters \(a_N=-0.90\), \(a_C=-0.75\) and \(t=0.20\) Ry, which stand for no particular compound. Then \(D=0.15\) Ry and
\begin{equation}
R=\sqrt{0.075^2+2(0.20)^2}\ {\rm Ry}=0.2926\ {\rm Ry}.
\end{equation}
The levels are
\begin{align}
E_1&=-0.90+0.075-0.2926=-1.1176\ {\rm Ry}\quad(-15.21\ {\rm eV}),\\
E_2&=-0.9000\ {\rm Ry}\quad(-12.25\ {\rm eV}),\\
E_3&=-0.90+0.075+0.2926=-0.5324\ {\rm Ry}\quad(-7.24\ {\rm eV}).
\end{align}
The gap above the nonbonding level is 0.368 Ry, or 5.00 eV. It is a difference of model orbital energies, not a predicted absorption energy.

The amplitudes of \(\psi_1\) are \((0.560,0.610,0.560)\). Carbon has the largest one, as it must for \(D<t\). The populations are \(q_C=0.744\) and \(q_N=1.628\), so the net charges are \(+0.256\) on carbon and \(-0.628\) on each nitrogen. The bond order is \(p=0.20/0.29262=0.683\). The delocalisation gain is
\begin{equation}
G=-3.8772-(-4.0352)=0.158\ {\rm Ry}=2.15\ {\rm eV}.
\end{equation}

Raising \(a_C\) from \(-0.90\) to \(-0.30\) Ry lowers \(q_C\) from 1.00 to 0.27 and \(p\) from 0.707 to 0.485, while \(E_2\) stays at \(-0.90\) Ry. The last case, with \(D=3t\), is not yet in the large-\(D\) regime: the leading formula gives \(q_C\simeq4/9\), well above 0.27.

With \(d=0.02\) Ry, diagonalisation gives a carbon amplitude of 0.0704 and a shift of 0.000745 Ry, against leading-order values of 0.0707 and 0.000750 Ry. The carbon weight is about 0.5\%, so the orbital is still nitrogen-localised although its node is no longer exact. With \(g=0.02\) Ry instead, the middle level rises to \(-0.88\) Ry. The limit \(g_*=0.289\) Ry exceeds \(t\) itself, so for \(g>0\) the order of the levels is safe here unless the direct N-N coupling is stronger than the C-N coupling. For \(g<0\) the two filled levels cross already at \(g=-0.139\) Ry. The numerical output lists the remaining values.

\section{Consequences for chelation}

The in-plane nitrogen lone pairs lie on the side of the ligand facing the metal and form the sigma bonds of the chelate, although in so small a ring they do not point straight at the metal. The orbital \(\psi_2\) is a separate, out-of-plane donor. Let the ligand lie in the \(yz\) plane, with the metal on the \(z\) axis and the nitrogens at \(\pm y\). Then \(\psi_2\) changes sign under \(x\to-x\) and under \(y\to-y\). Among metal s, p and d orbitals centred on the axis, \(d_{xy}\) alone has both properties. If this local symmetry holds, \(\psi_2\) can donate to \(d_{xy}\), provided that orbital is not already full, but not to metal s or p orbitals, and the carbon node survives because the carbon p orbital is even under \(y\to-y\).

If the metal binds the two nitrogens unequally, or their substituents differ, the nitrogen energies generally differ and the carbon node is no longer exact, as the case \(d\neq0\) shows for equal couplings. The model is a mean-field one with fixed parameters. In a real anion the site energies depend on the charges themselves, so the numerical populations depend on the chosen parameters, whereas the node rests on the equivalence of the two nitrogens.

\section*{Calculated quantities}
\begin{verbatim}
nitrogen site energy a_N = -0.90 Ry
carbon site energy a_C = -0.75 Ry
C-N coupling strength t = 0.20 Ry
site energy difference D = 0.15 Ry
root R = 0.29262 Ry
mixing angle theta = 37.574 degrees
bonding level E1 = -1.11762 Ry = -15.206 eV
  amplitudes N1, C, N2 = 0.5604, 0.6098, 0.5604
nonbonding level E2 = -0.90000 Ry = -12.245 eV
  amplitudes N1, C, N2 = 0.7071, 0.0000, -0.7071
antibonding level E3 = -0.53238 Ry = -7.243 eV
  amplitudes N1, C, N2 = 0.4312, -0.7926, 0.4312
gap E2 - E1 = 0.21762 Ry
gap E3 - E2 = 0.36762 Ry = 5.002 eV
carbon weight in bonding orbital = 0.3718
pi population of carbon = 0.7437 electrons
pi population of each nitrogen = 1.6282 electrons
net pi charge of carbon = +0.2563 e
net pi charge of each nitrogen = -0.6282 e
C-N pi bond order = 0.6835
total pi energy = -4.03523 Ry
localized reference energy = -3.87720 Ry
delocalization gain = 0.15803 Ry = 2.150 eV
Carbon site energy varied, a_N and t fixed:
  a_C = -0.90 Ry: E1, E2, E3 = -1.1828, -0.9000, -0.6172 Ry; q_C = 1.0000; p = 0.7071
  a_C = -0.75 Ry: E1, E2, E3 = -1.1176, -0.9000, -0.5324 Ry; q_C = 0.7437; p = 0.6835
  a_C = -0.60 Ry: E1, E2, E3 = -1.0702, -0.9000, -0.4298 Ry; q_C = 0.5315; p = 0.6247
  a_C = -0.30 Ry: E1, E2, E3 = -1.0123, -0.9000, -0.1877 Ry; q_C = 0.2724; p = 0.4851
Nitrogen energies a_N +/- d with d = 0.02 Ry:
  middle level = -0.899255 Ry, shift = 0.000745 Ry
  leading-order shift = 0.000750 Ry
  carbon amplitude = 0.07039, weight = 0.00495
  leading-order carbon amplitude = 0.07071
N-N coupling strength g = 0.02 Ry:
  levels = -1.13034, -0.88000, -0.53966 Ry
  largest g with nonbonding level in the middle = 0.2886 Ry
\end{verbatim}
